# Image-charge lowering of an oxide barrier between two metal plates

## The problem

Two wide, flat, parallel plates of the same metal are separated by silica of thickness $d=2.0$ nm. They are at the same potential. An electron is in the oxide, midway between them. Treat the metal as a perfect conductor with sharp surfaces, and the oxide as a uniform dielectric of relative permittivity $\varepsilon_r=2.1$, free of fixed charge.

(a) Find all the image charges, and show in which order their potentials must be added.

(b) Sum the series and find the energy of the electron, relative to the same electron in unbounded oxide.

(c) Without image charges the barrier is flat, with a height of roughly 3.2 eV above the Fermi level. By how much is its top lowered?

The value 2.1 describes the response of the oxide's electrons alone. It is suitable if the tunnelling electron crosses before the ions can move, a condition examined after the solution.

Throughout, $\varepsilon=\varepsilon_0\varepsilon_r$, the charge of the electron is $q=-e$, and a negative energy $U$ means a lowering.

## Hints

1. Put the electron at $z=0$ and the plates at $z=\pm d/2$. An image that cures the potential on one plate spoils it on the other, and needs an image of its own.
2. The series converges, but not absolutely, so its value depends on the order of the terms. Stop after a finite number of images and ask what potential remains on the plates.
3. Write $1/n=\int_0^1t^{n-1}\,dt$ and sum under the integral.
4. The image charges grow with the charge that induces them. What does this do to the work of assembling the charge?
5. For part (c), find the energy at any distance $x$ from one plate, and look at the sign of its curvature.

## Solution

### (a) The images and their order

Reflection in the plate at $+d/2$ takes a charge at $z$ to $d-z$ and reverses its sign. Reflection in the plate at $-d/2$ takes it to $-d-z$, again with reversed sign. Starting from $q$ at $z=0$, the first reflections give $-q$ at $\pm d$. Reflecting these in the opposite plates gives $+q$ at $\mp 2d$, and so on. The images are therefore

$$q_n=(-1)^n q\quad\text{at}\quad z_n=nd,\qquad n=\pm1,\pm2,\dots$$

The electron itself is the member $n=0$.

Now keep only the charges with $|n|\le N$. On the plate $z=d/2$, charge $n$ lies at perpendicular distance $|n-\tfrac12|d$. Charge $1-n$ lies at the same distance on the other side and has the opposite sign, so the two cancel everywhere on the plate. Every charge in the set has its partner except $n=-N$, whose partner $N+1$ has been left out. At radius $\rho$ from the axis the plate is thus left with the potential

$$\phi_{\text{plate}}=\frac{(-1)^N q}{4\pi\varepsilon\sqrt{\rho^2+(N+\frac12)^2d^2}} .$$

By symmetry the other plate has the same potential.

Compare the truncated potential with the true one, which is zero on both plates. Both contain the same singularity at the electron, so their difference obeys Laplace's equation throughout the gap. It also vanishes far from the axis. A solution of Laplace's equation has no maximum or minimum inside its region, because its value at any point is the average over a small sphere around that point. The difference is therefore nowhere larger in magnitude than its largest value on the plates:

$$|\phi_N-\phi_{\text{true}}|\le\frac{e}{4\pi\varepsilon(N+\frac12)d}.$$

This tends to zero as $N\to\infty$. Adding the images in symmetric pairs $\pm n$, in order of increasing distance, therefore gives the true potential.

### (b) The sum and the energy

The two images of order $\pm n$ both lie at distance $nd$ from the electron. The potential of all the images at the electron is

$$\phi=\frac{q}{4\pi\varepsilon d}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{n}
=-\frac{2q}{4\pi\varepsilon d}\,S,\qquad S=1-\frac12+\frac13-\frac14+\dots$$

Let $S_N$ be the sum of the first $N$ terms of $S$. With $1/n=\int_0^1t^{n-1}dt$ it becomes the integral of a finite geometric series of ratio $-t$:

$$S_N=\int_0^1\sum_{n=1}^{N}(-t)^{n-1}\,dt=\int_0^1\frac{1-(-t)^N}{1+t}\,dt
=\ln2-(-1)^N\int_0^1\frac{t^N}{1+t}\,dt .$$

Since $1+t\ge1$, the last integral is at most $\int_0^1t^N\,dt=1/(N+1)$, which tends to zero. Hence $S=\ln2$ and

$$\phi=-\frac{2q\ln2}{4\pi\varepsilon d}.$$

The energy is not $q\phi$. Imagine the charge being built up at the midpoint from $0$ to $q$. When it has reached $q'$, the images have reached the same fraction of their final size, and their potential is $\phi\,q'/q$. The work done against this potential is

$$U=\int_0^q\phi\,\frac{q'}{q}\,dq'=\frac{\phi}{q}\,\frac{q^2}{2}=\frac12q\phi .$$

The work against the charge's own direct potential is the same in unbounded oxide, and cancels from the difference that defines $U$. With $q^2=e^2$,

$$\boxed{U=-\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_r d}}$$

The sign is negative because the nearest images are positive and attract the electron.

The factor ½ can be confirmed without the charging argument. Let the plates be moved apart by $\delta d$ in total, with the electron kept midway, where by symmetry no net force acts on it. Each plate moves $\delta d/2$ against a pull $F$, so the work is $2F\,\delta d/2=F\,\delta d$, and $F$ must equal $dU/dd$. The pull follows from the field $E$ at the metal surface,

$$F=\int_0^\infty\frac{\varepsilon E^2}{2}\,2\pi\rho\,d\rho,\qquad
E=\frac{2q}{4\pi\varepsilon}\sum_{m=0}^{\infty}\frac{(-1)^m a_m}{(\rho^2+a_m^2)^{3/2}},\qquad a_m=\left(m+\tfrac12\right)d .$$

Here each term of $E$ combines two charges at equal distances $a_m$ on opposite sides of the plate. They have opposite signs, so their normal fields add. Numerical integration for the present oxide gives $F=0.1188$ eV/nm. The formula for $U$ gives $dU/dd=|U|/d=0.1188$ eV/nm. Without the factor ½ the slope would be twice as large.

**Numbers.** With $e^2/4\pi\varepsilon_0=1.440$ eV nm,

$$\frac{e^2}{4\pi\varepsilon_0\varepsilon_rd}=\frac{1.440}{2.1\times2.0}\ \text{eV}=0.343\ \text{eV},\qquad
U=-0.343\times0.693\ \text{eV}=-0.238\ \text{eV}.$$

The energy is lowered by 0.24 eV, or $3.8\times10^{-20}$ J.

The partial sums show how slowly the series settles:

| Image pairs kept | Lowering (eV) |
|---:|---:|
| 1 | 0.343 |
| 2 | 0.171 |
| 3 | 0.286 |
| 4 | 0.200 |
| 10 | 0.221 |
| 100 | 0.236 |
| all | 0.238 |

The first entry has a simple meaning. A single plate at distance $x$ gives one image, $-q$ at distance $2x$, and the energy $-e^2/(16\pi\varepsilon x)$. Two such plates at $x=d/2$, each acting as if the other were absent, would give

$$-2\,\frac{e^2}{16\pi\varepsilon(d/2)}=-\frac{e^2}{4\pi\varepsilon d},$$

which is the one-pair value. The further images account for the influence of each plate on the charge induced in the other, and reduce the lowering by the factor $\ln2$.

A calculation that uses no images agrees with the sum. The potential in the gap is split into waves along the plates, and the condition of zero potential on both plates is solved for each wave number. Adding the contributions gives a lowering of 0.2376 eV, equal to the summed series to the digits shown.

### (c) The top of the barrier

The result of part (b) holds at one point. It is the lowering of the barrier's top if the top lies at that point.

Measure $x$ from one plate, so that the plates are at $0$ and $d$. Reflection now produces charges $-q$ at $-x+2nd$ for every integer $n$, and charges $+q$ at $x+2nd$ for every nonzero $n$. Their distances from the electron are $|2x-2nd|$ and $2|n|d$. If both sets are kept for $|n|\le N$, all charges cancel in pairs on the plate at $0$. On the plate at $d$ two charges are left over, at distances of at least $2Nd$, and their potential vanishes as $N\to\infty$. The argument of part (a) therefore applies again. Using $U=\tfrac12q\phi$,

$$U(x)=\frac{e^2}{8\pi\varepsilon}\left[-\sum_{n=-\infty}^{\infty}\frac{1}{|2x-2nd|}+\sum_{n=1}^{\infty}\frac{2}{2nd}\right],$$

where the sums are taken together, order by order. Separating $n=0$ and pairing $n$ with $-n$,

$$U(x)=-\frac{e^2}{16\pi\varepsilon}\left[\frac1x+\sum_{n=1}^{\infty}\left(\frac1{nd+x}+\frac1{nd-x}-\frac2{nd}\right)\right].$$

At $x=d/2$ the bracket, cut off at $n=N$, is

$$\frac1d\left[2+\sum_{n=1}^{N}\left(\frac{2}{2n+1}+\frac{2}{2n-1}-\frac{2}{n}\right)\right]
=\frac1d\left[4\sum_{j=1}^{N}\frac1{2j-1}-4\sum_{j=1}^{N}\frac1{2j}+\frac{2}{2N+1}\right].$$

The two sums on the right form $4S_{2N}$, so the bracket tends to $4\ln2/d$, and $U(d/2)$ agrees with part (b).

For $0<x<d$ the functions $1/x$, $1/(nd+x)$ and $1/(nd-x)$ all have positive second derivatives, namely $2/x^3$, $2/(nd+x)^3$ and $2/(nd-x)^3$. With the minus sign in front, $U(x)$ curves downwards everywhere in the gap. It is also unchanged when $x$ is replaced by $d-x$, because the plates are alike. A function with these two properties has its maximum at the centre. The barrier was flat before, so its top is at $x=d/2$, and it falls from 3.2 eV to

$$3.2-0.24=2.96\ \text{eV},$$

or about 3.0 eV, since the bare height is a rough value. Everywhere else the lowering is larger. Close to a plate the term $1/x$ dominates and $U$ falls without limit, which marks the failure of the sharp-surface model there.

## How far the number can be trusted

The parameters are roughly those of a thin silica film between aluminium-like electrodes. Of the two assumptions varied here, the permittivity and the position of the image planes, the first changes the number more. If the ions had time to follow, the static value, roughly 3.9, would replace 2.1. At the same thickness the lowering, relative to unbounded oxide with its ions also relaxed, would be 0.13 eV. This need not mean a higher barrier, because relaxing ions also lower the electron's energy in unbounded oxide, and $U$ does not include that part. A semiclassical crossing time, for an electron at the Fermi level under the bare barrier $\Phi=3.2$ eV and with a rough tunnelling mass $m$ of 0.5 electron masses, is

$$\tau=d\sqrt{\frac{m}{2\Phi}}=1.3\ \text{fs}.$$

A rough phonon energy of 0.15 eV gives a lattice response time $\hbar/(0.15\ \text{eV})=4.4$ fs. The crossing is faster, but by a factor of about three, not by orders of magnitude. This holds for an electron near the Fermi level. An electron passing just over the top is slow: with a thermal excess energy at 300 K it takes about 7 fs, longer than the lattice time, so for it the ions cannot be taken as motionless. The value 0.24 eV is thus the limit of motionless ions; the effect of a partial lattice response on the barrier is not calculated here. The metal responds much sooner: a rough bulk plasmon energy of 15 eV corresponds to 0.044 fs, and the interface mode that builds the induced charge, at about $15/\sqrt{1+\varepsilon_r}=8.5$ eV, to 0.08 fs. In that time the electron covers roughly 0.1 nm, so the static image is not reliable that close to a plate.

Real metal surfaces are not sharp, so the planes from which image distances are counted are uncertain. Moving both planes by 0.1 nm, an assumed size, changes the effective separation to 2.2 or 1.8 nm. The lowering becomes 0.22 or 0.26 eV, a change of about 10 per cent.

The image energy also affects tunnelling. In the semiclassical estimate the transmission at the Fermi level varies as $e^{-G}$, with

$$G=\frac{2}{\hbar}\int\sqrt{2m\,[\Phi+U(x)]}\,dx$$

taken where the bracket is positive. The flat barrier gives $G=25.9$ and the barrier with image energy gives $G=22.2$, so transmission rises about 40 times. A uniform lowering by 0.24 eV would give only $25.9\sqrt{2.96/3.2}=24.9$. Most of the gain therefore comes from the parts of the barrier nearer the plates. The turning points lie 0.05 nm from the metal, less than an atomic spacing. The slivers inside them, where the barrier is removed altogether, account for 1.4 of the fall of 3.8 in $G$, and about half of the fall arises within 0.1 nm of the plates, where the sharp-surface model fails. Moving both image planes 0.1 nm into the metal reduces the gain to about 6, and moving them 0.1 nm into the oxide, with the barrier ending at the planes, raises it to several hundred. The factor of 40 is thus uncertain by about an order of magnitude either way.

Thermal passage over the top is negligible at 300 K: the Boltzmann factor is about $10^{-50}$, against a tunnelling factor of about $2\times10^{-10}$.

## Variation 1: a different order of summation

*Add the same terms, but take two odd orders for each even one: $1+\frac13-\frac12+\frac15+\frac17-\frac14+\dots$ What lowering results, and what is wrong with it?*

After $M$ groups the sum contains $2M$ odd terms and $M$ even ones. Subtract and add back the missing even terms:

$$\sum_{j=1}^{2M}\frac1{2j-1}-\sum_{j=1}^{M}\frac1{2j}
=\left[\sum_{j=1}^{2M}\frac1{2j-1}-\sum_{j=1}^{2M}\frac1{2j}\right]+\frac12\sum_{j=M+1}^{2M}\frac1j .$$

The bracket is $S_{4M}$ and tends to $\ln2$. The last sum tends to $\int_M^{2M}dj/j=\ln2$. The total is $\tfrac32\ln2$, and the lowering appears to be 0.36 eV.

The fault is in the boundary condition. The set contains odd images up to order $4M-1$, but even ones only up to $2M$. The surplus charges $-q$, at odd $n$ between $2M$ and $4M$ on both sides, give near the axis the potential

$$-\frac{2q}{4\pi\varepsilon d}\sum_{\substack{2M<n<4M\\ n\ \text{odd}}}\frac1n\;\to\;-\frac{2q}{4\pi\varepsilon d}\cdot\frac12\ln2=-\frac{q\ln2}{4\pi\varepsilon d}.$$

This does not vanish, however large $M$ is. A direct sum over such a set gives $-0.693$ for the plate potential on the axis, in units of $q/4\pi\varepsilon d$. The plates are not at zero potential, and half of $q$ times this spurious potential is the excess energy, $-\tfrac12\ln2\;e^2/4\pi\varepsilon d$.

## Variation 2: a bias of 1 V

*Apply $V=1.0$ V across the same oxide. Where is the top of the barrier now, and how high is it above the Fermi level of the cathode?*

The image energy at a given $x$ is unchanged, because the potentials of the applied field and of the induced charges add. With $x$ measured from the cathode the barrier is

$$W(x)=\Phi-eV\frac xd+U(x).$$

At the top $dW/dx=0$, that is

$$\frac{eV}{d}=\frac{e^2}{16\pi\varepsilon}\left[\frac1{x^2}+\sum_{n=1}^{\infty}\left(\frac1{(nd+x)^2}-\frac1{(nd-x)^2}\right)\right].$$

Keeping only $1/x^2$, the image in the cathode, gives a first estimate. With $e^2/16\pi\varepsilon=1.440/(4\times2.1)=0.171$ eV nm and $eV/d=0.50$ eV/nm,

$$x\approx\sqrt{0.171/0.50}\ \text{nm}=0.59\ \text{nm}.$$

Each term of the sum is negative, so the full condition is met at a smaller $x$. The numerical solution is $x=0.55$ nm, with $W=2.60$ eV. The top is now 0.60 eV below the flat barrier: about 0.28 eV comes from the applied potential at that point and the rest from the images. At the centre the barrier is lower still, $3.2-0.50-0.24=2.46$ eV. The value 0.24 eV is therefore the lowering of the top at zero bias, and not at 1 V.

The field is 5 MV/cm, half of a rough breakdown field of 10 MV/cm. The input values used here are listed in the numerical output below.

## Computed values

```
Oxide thickness d: 2.0 nm
Optical relative permittivity: 2.1
e^2/(4 pi eps0): 1.4400 eV nm
e^2/(4 pi eps0 eps_r d): 0.3428 eV
ln 2: 0.6931
Lowering, 1 image pairs: 0.3428 eV
Lowering, 2 image pairs: 0.1714 eV
Lowering, 3 image pairs: 0.2857 eV
Lowering, 4 image pairs: 0.2000 eV
Lowering, 10 image pairs: 0.2214 eV
Lowering, 100 image pairs: 0.2359 eV
Lowering, full series: 0.2376 eV
Lowering from boundary solution: 0.2376 eV
Lowering in joules: 3.807e-20 J
Wrong value if the half is omitted: 0.4753 eV
Wrong value, two odd per even order: 0.3565 eV
Plate potential in that order, units q/(4 pi eps d): -0.6931
Plate pull from surface field: 0.1188 eV/nm
Slope dU/dd from formula: 0.1188 eV/nm
Rough bare barrier: 3.2 eV
Barrier top after lowering: 2.96 eV
Rough static relative permittivity: 3.9
Lowering with static value: 0.128 eV
Rough tunnelling mass: 0.5 electron masses
Semiclassical crossing time: 1.33 fs
Rough phonon energy: 0.15 eV
Phonon response time hbar/energy: 4.4 fs
Rough metal plasmon energy: 15 eV
Plasmon response time hbar/energy: 0.044 fs
Image-plane shift assumed at each plate: 0.1 nm
Lowering, both image planes outward: 0.216 eV
Lowering, both image planes inward: 0.264 eV
Bias for comparison: 1.0 V
Oxide field at that bias: 5.0 MV/cm
Rough breakdown field: 10 MV/cm
Barrier-top position at that bias: 0.55 nm from cathode
Barrier-top height at that bias: 2.60 eV
Zero-bias turning point at Fermi level: 0.054 nm from plate
Tunnelling exponent, flat barrier: 25.92
Tunnelling exponent, with image energy: 22.16
Tunnelling factor, with image energy: 2.4e-10
Gain in tunnelling: 43 times
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Boltzmann factor at barrier top: 1.7e-50
```
